# A failing check and its repair

Subject: A Square Wire Is Not a Film of Equal Thickness.

```python
"""
Surface scattering in a square wire compared with a film of equal thickness.

Result under test, for side a, bulk mean free path lam, and k = lam/a:
  sigma/sigma0 = 1 - (3/8) k [(1-px) + (1-py)]
                   + 4/(5 pi) k^2 (1-px)(1-py) + R,
  |R| <= (1 + 4k + 2k^2) exp(-1/k).
px, py: specular reflection probabilities of the two wall pairs.
Current flows along z; the Fermi surface is spherical.
A film has one wall pair; its leading loss is (3/8) k (1-p).
kappa = a/lam. g is the deviation from equilibrium over its bulk value.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq

# Directions in one octant; the other octants follow by mirror symmetry.
nodes, weights = np.polynomial.legendre.leggauss(20)
angles = (nodes + 1) * np.pi / 4
angle_weights = weights * np.pi / 4
theta, phi = [v.ravel() for v in np.meshgrid(angles, angles, indexing="ij")]
ux = np.sin(theta) * np.cos(phi)
uy = np.sin(theta) * np.sin(phi)
# These weights contain 3 uz^2 and the average over directions.
current_weight = (3 * np.cos(theta)**2 * np.sin(theta) * 2 / np.pi
                  * np.outer(angle_weights, angle_weights).ravel())


def wire_numeric(kappa, px=0.0, py=0.0, cells=48):
    """Solve the Boltzmann equation on a grid by diamond differences.

    Mirror symmetry turns reflection at a wall into an inflow equal to
    p times the outflow of the same direction at the opposite wall.
    """
    cx, cy = 2 * cells * ux / kappa, 2 * cells * uy / kappa
    denominator = 1 + cx + cy
    inflow_x = np.full((cells, ux.size), px)
    inflow_y = np.full((cells, ux.size), py)
    passes = 1 if px == 0 and py == 0 else 12
    for _ in range(passes):
        face_x, face_y = inflow_x.copy(), inflow_y.copy()
        total = np.zeros(ux.size)
        for i in range(cells):
            for j in range(cells):
                centre = (1 + cx * face_x[j] + cy * face_y[i]) / denominator
                face_x[j] = 2 * centre - face_x[j]
                face_y[i] = 2 * centre - face_y[i]
                total += centre
        inflow_x, inflow_y = px * face_x, py * face_y
    return float(current_weight @ total / cells**2)


def film_integral(kappa, p=0.0):
    """Film conductivity ratio from the integral over the normal velocity."""
    def loss(u):
        decay = np.exp(-kappa / u)
        return (1.5 * (1 - u*u) * (1 - p) * u / kappa
                * (1 - decay) / (1 - p * decay))
    return 1 - quad(loss, 0, 1, epsabs=1e-11)[0]


def wire_expansion(kappa, px=0.0, py=0.0):
    k = 1 / kappa
    return (1 - 3 * k / 8 * ((1 - px) + (1 - py))
            + 4 * k**2 / (5 * np.pi) * (1 - px) * (1 - py))


def wire_backward_paths(kappa, points=60):
    """Diffuse wire: average over positions of 1 - exp(-path to wall)."""
    x = (np.arange(points) + 0.5) / points
    total = np.zeros(ux.size)
    for position in x:
        path = kappa * np.minimum(position / ux[:, None],
                                  x[None, :] / uy[:, None])
        total += np.sum(1 - np.exp(-path), axis=1)
    return float(current_weight @ total / points**2)


# Symbolic angular averages and corner integral.
T, F, X, Y = sp.symbols("T F X Y", positive=True)
mean_one = (2 / sp.pi * sp.integrate(sp.sin(T)**2 * sp.cos(T)**2,
            (T, 0, sp.pi/2)) * sp.integrate(sp.cos(F), (F, 0, sp.pi/2)))
mean_two = (2 / sp.pi * sp.integrate(sp.sin(T)**3 * sp.cos(T)**2,
            (T, 0, sp.pi/2))
            * sp.integrate(sp.sin(F) * sp.cos(F), (F, 0, sp.pi/2)))
corner_area = 2 * sp.integrate(sp.integrate(sp.exp(-X), (Y, 0, X)),
                               (X, 0, sp.oo))
assert sp.simplify(mean_one - sp.Rational(1, 8)) == 0
assert sp.simplify(mean_two - 2 / (15 * sp.pi)) == 0
assert sp.simplify(3 * corner_area * mean_two - 4 / (5 * sp.pi)) == 0

# Initial slopes of the wire-to-film ratios, for diffuse walls.
K = sp.symbols("K", positive=True)
reduced_wire = sp.Rational(3, 4) - 4 * K / (5 * sp.pi)
reduced_film = sp.Rational(3, 8)
loss_ratio = reduced_wire / reduced_film
rise_ratio = loss_ratio * (1 - K*reduced_film) / (1 - K*reduced_wire)
loss_slope = sp.diff(loss_ratio, K).subs(K, 0)
rise_slope = sp.diff(rise_ratio, K).subs(K, 0)
assert sp.simplify(loss_slope + 32 / (15 * sp.pi)) == 0
assert sp.simplify(rise_slope - sp.Rational(3, 4)
                   + 32 / (15 * sp.pi)) == 0

# Grid solution against the expansion, for equal and unequal wall pairs.
expansion_cases = [(10, 0, 0), (8, 0.5, 0.5), (8, 0, 0.6), (12, 0.3, 0)]
expansion_errors = []
for kappa, px, py in expansion_cases:
    error = abs(wire_numeric(kappa, px, py) - wire_expansion(kappa, px, py))
    expansion_errors.append(error)
    assert error < 1e-4, (kappa, px, py, error)

# Removing diffuse scattering from one pair must recover the film.
one_pair = wire_numeric(5, 0, 1)
film_error = abs(one_pair - film_integral(5))
assert film_error < 1e-4, film_error
assert abs(wire_numeric(5, 0.4, 1) - film_integral(5, 0.4)) < 1e-4

# The backward-path solution, also in a narrow wire.
path_error = abs(wire_numeric(1, cells=96) - wire_backward_paths(1))
assert path_error < 1e-3, path_error

# Bound on the remainder, where it is not negligible.
for kappa, px, py in [(2, 0, 0), (3, 0, 0), (3, 0.5, 0.2)]:
    k = 1 / kappa
    bound = (1 + 4*k + 2*k*k) * np.exp(-kappa)
    remainder = wire_numeric(kappa, px, py) - wire_expansion(kappa, px, py)
    assert abs(remainder) < bound, (kappa, px, py, remainder, bound)

# The ratio of losses approaches two with the predicted slope.
for kappa in (10, 20):
    measured = (1 - wire_numeric(kappa)) / (1 - film_integral(kappa))
    assert abs(measured - (2 + float(loss_slope) / kappa)) < 3e-3

# Worked example with round model parameters.
mean_free_path = 10.0
side = 50.0
bulk_resistivity = 5.0
kappa = side / mean_free_path
wire = wire_numeric(kappa, cells=96)
assert abs(wire - wire_numeric(kappa, cells=48)) < 1e-4
film = film_integral(kappa)
half_film = film_integral(kappa / 2)
leading = 1 - 2 * 3 * float(mean_one) / kappa
expanded = wire_expansion(kappa)
fitted_path = brentq(lambda path: film_integral(side / path) - wire, 5, 60)
assert abs(film_integral(side / fitted_path) - wire) < 1e-8

print(f"mean free path: {mean_free_path:.1f} nm")
print(f"wire side and film thickness: {side:.1f} nm")
print(f"bulk resistivity: {bulk_resistivity:.2f} microohm cm")
print(f"k = mean free path / side: {1/kappa:.3f} (no unit)")
print(f"leading coefficient per wall pair: {3*float(mean_one):.4f}")
print(f"corner coefficient 4/(5 pi): {4/(5*np.pi):.4f}")
print(f"corner contribution to sigma/sigma0: {expanded-leading:.4f}")
print(f"slope of conductivity-loss ratio in k: {float(loss_slope):.4f}")
print(f"slope of resistivity-rise ratio in k: {float(rise_slope):.4f}")
print("model: sigma/sigma0 (no unit), resistivity (microohm cm)")
for label, value in [("film, full thickness", film),
                     ("film, half thickness", half_film),
                     ("wire, leading term only", leading),
                     ("wire, with corner term", expanded),
                     ("wire, numerical", wire),
                     ("wire, one pair specular", one_pair)]:
    print(f"  {label}: {value:.4f}, {bulk_resistivity/value:.3f}")
film_rise = bulk_resistivity * (1 / film - 1)
wire_rise = bulk_resistivity * (1 / wire - 1)
print(f"resistivity rise, film: {film_rise:.3f} microohm cm")
print(f"resistivity rise, wire: {wire_rise:.3f} microohm cm")
print(f"ratio of resistivity rises: {wire_rise/film_rise:.2f} (no unit)")
print(f"mean free path from false film fit: {fitted_path:.1f} nm")
print("diffuse walls, all columns without unit:")
print("  a/lam, film sigma/sigma0, wire sigma/sigma0,"
      " conductivity-loss ratio, resistivity-rise ratio")
for ratio in (20, 10, 5, 2, 1, 0.5):
    f, w = film_integral(ratio), wire_numeric(ratio, cells=96)
    print(f"  {ratio:g}, {f:.3f}, {w:.3f}, {(1-w)/(1-f):.2f},"
          f" {(1/w-1)/(1/f-1):.2f}")
print(f"largest expansion-test error: {max(expansion_errors):.1e} (no unit)")
print(f"one-pair wire minus film, magnitude: {film_error:.1e} (no unit)")
print(f"narrow-wire path-test error: {path_error:.1e} (no unit)")
print("all tests passed")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 111, in <module>
    assert error < 1e-4, (kappa, px, py, error)
           ^^^^^^^^^^^^
AssertionError: (10, 0, 0, 0.7750674884228447)
```

Likely cause: The fault was in the program, not in the physics. The boundary arrays of the grid solver took their number type from the specularity, so an integer 0 or 1 made them integer arrays, and the electron distribution at the cell faces was truncated to whole numbers. These arrays are now explicitly floating-point. No formula, tested quantity, case or tolerance is changed.

Diff:

```diff
@@ -36,6 +36,6 @@
     cx, cy = 2 * cells * ux / kappa, 2 * cells * uy / kappa
     denominator = 1 + cx + cy
-    inflow_x = np.full((cells, ux.size), px)
-    inflow_y = np.full((cells, ux.size), py)
+    inflow_x = np.full((cells, ux.size), px, dtype=float)
+    inflow_y = np.full((cells, ux.size), py, dtype=float)
     passes = 1 if px == 0 and py == 0 else 12
     for _ in range(passes):
```

Output now:

```
mean free path: 10.0 nm
wire side and film thickness: 50.0 nm
bulk resistivity: 5.00 microohm cm
k = mean free path / side: 0.200 (no unit)
leading coefficient per wall pair: 0.3750
corner coefficient 4/(5 pi): 0.2546
corner contribution to sigma/sigma0: 0.0102
slope of conductivity-loss ratio in k: -0.6791
slope of resistivity-rise ratio in k: 0.0709
model: sigma/sigma0 (no unit), resistivity (microohm cm)
  film, full thickness: 0.9251, 5.405
  film, half thickness: 0.8526, 5.864
  wire, leading term only: 0.8500, 5.882
  wire, with corner term: 0.8602, 5.813
  wire, numerical: 0.8602, 5.812
  wire, one pair specular: 0.9251, 5.405
resistivity rise, film: 0.405 microohm cm
resistivity rise, wire: 0.812 microohm cm
ratio of resistivity rises: 2.01 (no unit)
mean free path from false film fit: 18.9 nm
diffuse walls, all columns without unit:
  a/lam, film sigma/sigma0, wire sigma/sigma0, conductivity-loss ratio, resistivity-rise ratio
  20, 0.981, 0.963, 1.97, 2.00
  10, 0.963, 0.928, 1.93, 2.00
  5, 0.925, 0.860, 1.86, 2.01
  2, 0.819, 0.694, 1.69, 2.00
  1, 0.684, 0.517, 1.53, 2.02
  0.5, 0.522, 0.343, 1.37, 2.09
largest expansion-test error: 1.0e-06 (no unit)
one-pair wire minus film, magnitude: 4.1e-07 (no unit)
narrow-wire path-test error: 1.7e-04 (no unit)
all tests passed
```
